\section*{Ångström's Method: Thermal Diffusivity from Amplitude Decay and Phase Lag}

\section{The heat balance}

\textbf{Q.} You want the diffusivity of a wire by heating one end periodically and watching the temperature at two places. But the wire loses heat from its whole surface, and you do not know how much. How can the answer be free of that loss?

\textbf{A.} Let us first write down what the loss does. Take a round wire of radius $R$, conductivity $\kappa$ and heat capacity per volume $C$, thin enough that its temperature is uniform over the cross-section. Let $T(x,t)$ be the rise above constant surroundings at $T_0$, and let the surface lose a power $hT$ per area. A slice of length $dx$ gains heat by conduction and loses it through its side area $2\pi R\,dx$:
\begin{equation}
C\pi R^2dx\,\frac{\partial T}{\partial t}
=\kappa\pi R^2dx\,\frac{\partial^2T}{\partial x^2}-2\pi R\,dx\,hT .
\end{equation}
Division by $C\pi R^2dx$ gives
\begin{equation}
\frac{\partial T}{\partial t}=a\frac{\partial^2T}{\partial x^2}-\mu T,
\qquad a=\frac{\kappa}{C},\qquad \mu=\frac{2h}{CR}.
\label{heat}
\end{equation}
The diffusivity $a$ is wanted; the loss rate $\mu$ is unknown, but assumed real, constant and the same all along the wire.

\textbf{Q.} Radiation goes as the fourth power of temperature. Why is the loss linear?

\textbf{A.} It is linear for a small rise. With emissivity $\varepsilon$ and the Stefan--Boltzmann constant $\sigma$,
\begin{equation}
\varepsilon\sigma\left[(T_0+T)^4-T_0^4\right]
=4\varepsilon\sigma T_0^3\,T+O(T^2),
\end{equation}
so $h=4\varepsilon\sigma T_0^3$. As an example, take an oxidised stainless-steel wire in vacuum, heated by a chopped laser and watched by an infrared camera. Rough typical values are $\kappa=15$ W/(m\,K), $C=4.0$ MJ/(m$^3$\,K) and $\varepsilon=0.8$, so $a=3.75$ mm$^2$/s. With $T_0=300$ K and $R=0.5$ mm, $h=4.90$ W/(m$^2$\,K) and
\begin{equation}
\mu=\frac{2\times4.90}{4.0\times10^6\times0.5\times10^{-3}}\ \mathrm{s^{-1}}
=0.0049\ \mathrm{s^{-1}} .
\end{equation}
The neglected terms are sized below.

\section{Where the loss goes}

\textbf{Q.} A chopped laser also raises the mean temperature, and its signal is not a sine.

\textbf{A.} Equation (\ref{heat}) is linear, so once the start-up transient has died out the mean and each harmonic obey it separately. For insulated ends with a prescribed heat input the slowest transient decays as $e^{-\mu t}$, here with a time constant of about 200 s, so one waits several times that long. Select one harmonic of angular frequency $\omega$ by Fourier analysis and write it as $\mathrm{Re}[\theta(x)e^{i\omega t}]$. Then $\partial/\partial t$ becomes $i\omega$, and
\begin{equation}
\theta''=k^2\theta,\qquad k^2=\frac{\mu+i\omega}{a}.
\label{k2}
\end{equation}
The general solution contains $e^{-kx}$ and $e^{+kx}$. With $\mathrm{Re}\,k>0$ and a far end too distant to return a noticeable wave, $\theta\propto e^{-kx}$ remains. Put $k=p+iq$:
\begin{equation}
e^{-kx}e^{i\omega t}=e^{-px}e^{i(\omega t-qx)} .
\end{equation}
Thus $p$ is the amplitude decay per length and $q$ the phase lag per length.

\textbf{Q.} Both must depend on the loss.

\textbf{A.} They do. But $(p+iq)^2=p^2-q^2+2ipq$, and comparison with (\ref{k2}) gives
\begin{equation}
p^2-q^2=\frac{\mu}{a},\qquad 2pq=\frac{\omega}{a}.
\label{parts}
\end{equation}
The loss is in phase with the temperature and enters the real part. Heat storage is a quarter period out of phase and enters the imaginary part. The product $pq$ therefore does not contain $\mu$.

For probes a distance $L$ apart, with amplitudes $A_1$ (nearer the heater) and $A_2$, the measured quantities are
\begin{equation}
\Lambda=\ln\frac{A_1}{A_2}=pL,\qquad \varphi=qL ,
\end{equation}
with $\varphi$ in radians and including any whole turns. Inserting $p=\Lambda/L$ and $q=\varphi/L$ in $2pq=\omega/a$ and solving for $a$,
\begin{equation}
\boxed{\,a=\frac{\omega L^2}{2\Lambda\varphi}\,}
\label{main}
\end{equation}
The other relation returns the loss:
\begin{equation}
\mu=a\,\frac{\Lambda^2-\varphi^2}{L^2}
=\frac{\omega}{2}\left(\frac{\Lambda}{\varphi}-\frac{\varphi}{\Lambda}\right).
\label{loss}
\end{equation}

\textbf{Q.} If the loss is weak, why not use the amplitudes alone?

\textbf{A.} Solve for $p$ and $q$ separately. Let $u=\mu/\omega$. Since $p^2+q^2=|k^2|=(\omega/a)\sqrt{1+u^2}$ and $p^2-q^2=(\omega/a)u$, half the sum and half the difference are
\begin{equation}
p^2=\frac{\omega}{2a}\left(\sqrt{1+u^2}+u\right),\qquad
q^2=\frac{\omega}{2a}\left(\sqrt{1+u^2}-u\right).
\label{pq}
\end{equation}
Ignoring loss, one would set $a_A=\omega/(2p^2)$ from the amplitudes or $a_\varphi=\omega/(2q^2)$ from the phase. Because $(\sqrt{1+u^2}+u)(\sqrt{1+u^2}-u)=1$,
\begin{equation}
a_A=a\left(\sqrt{1+u^2}-u\right),\qquad
a_\varphi=a\left(\sqrt{1+u^2}+u\right),
\end{equation}
and $\sqrt{a_Aa_\varphi}=a$. For small $u$ the two estimates err by about $-u$ and $+u$, to first order.

\section{Numbers for the wire}

\textbf{Q.} Show me this on signals that were not generated by your formula.

\textbf{A.} I stepped (\ref{heat}) forward in time by finite differences (1 mm grid, 0.1 s steps) for a 100 mm wire with an insulated far end. The heating is on for half of each 200 s period and raises the heated end by 10 K on average. The twelfth period was Fourier-analysed at $x=20$ and 40 mm. The fundamental has amplitudes 1.233 K and 0.305 K, with $\Lambda=1.3981$ and $\varphi=1.1983$. With $\omega=2\pi/(200\ \mathrm{s})=0.031416$ s$^{-1}$,
\begin{equation}
a=\frac{0.031416\times20^2}{2\times1.3981\times1.1983}\ \mathrm{mm^2/s}
=3.75\ \mathrm{mm^2/s}=3.75\times10^{-6}\ \mathrm{m^2/s},
\end{equation}
the value put in. The third harmonic, with $3\omega$, $\Lambda=2.298$ and $\varphi=2.187$, also gives 3.75 mm$^2$/s. Here $u=0.156$: amplitude alone gives 3.21 mm$^2$/s, 14\% low, and phase alone 4.38 mm$^2$/s, 17\% high.

Equation (\ref{loss}) gives $\mu=0.00486$ s$^{-1}$, 0.7\% below the input. The loss is found less well because it is a difference of nearly equal numbers. A relative error in $\Lambda/\varphi$ is multiplied by
\begin{equation}
\frac{\Lambda/\varphi+\varphi/\Lambda}{\Lambda/\varphi-\varphi/\Lambda}
=\frac{1.167+0.857}{1.167-0.857}\approx6.5 ,
\end{equation}
so a deviation of 0.1\% in the simulated ratio suffices. Here it comes from the finite time step ($-1.0\%$ in $\mu$), the grid ($+0.5\%$) and the far end ($-0.2\%$).

\textbf{Q.} That loss was modest. What if it is large?

\textbf{A.} Keep the frequency, spacing and diffusivity fixed and multiply $\mu$ by a factor. A finite-difference solution of (\ref{k2}) on a 200 mm wire gives:

\begin{center}
\begin{tabular}{cccc}
loss factor & $\Lambda$ & $\varphi$ (rad) & $a$ (mm$^2$/s)\\
0 & 1.294 & 1.294 & 3.750\\
1 & 1.399 & 1.198 & 3.750\\
5 & 1.852 & 0.905 & 3.750\\
20 & 3.273 & 0.512 & 3.750
\end{tabular}
\end{center}

Without loss, decay and lag are equal. For $\mu\gg\omega$, (\ref{pq}) gives $p\approx\sqrt{\mu/a}$ and, from $2pq=\omega/a$, $q\approx\omega/(2\sqrt{a\mu})$. The far signal becomes weak and the lag small, so the cancellation survives while the measurement gets harder.

\section{Must the rod be thin?}

\textbf{Q.} In a thick rod the surface is cooler than the axis. Surely the cancellation then fails.

\textbf{A.} It survives, for heating symmetric about the axis, once a single radial pattern remains. Inside the rod the harmonic obeys $\nabla^2\theta=(i\omega/a)\theta$. Try $\theta=J_0(\beta r/R)e^{-kx}$. The radial part of the Laplacian gives $-\beta^2/R^2$ and the axial part $k^2$, hence
\begin{equation}
k^2=\frac{\beta^2}{R^2}+\frac{i\omega}{a}.
\label{thick}
\end{equation}
The surface condition $-\kappa\,\partial\theta/\partial r=h\theta$ at $r=R$, with $J_0'=-J_1$, becomes
\begin{equation}
\beta J_1(\beta)=\mathrm{Bi}\,J_0(\beta),\qquad \mathrm{Bi}=\frac{hR}{\kappa}.
\end{equation}

\textbf{Q.} The cancellation now rests on $\beta^2$ being real. Is it?

\textbf{A.} Let $f(r)$ be the radial pattern, so $(rf')'+(\beta^2/R^2)rf=0$. Multiply by $f^*$, integrate from 0 to $R$, and integrate the first term by parts. The boundary term is $Rf^*(R)f'(R)=-R(h/\kappa)|f(R)|^2$, so
\begin{equation}
\frac{\beta^2}{R^2}\int_0^R r|f|^2dr
=\int_0^R r|f'|^2dr+\frac{Rh}{\kappa}|f(R)|^2 .
\end{equation}
For real positive $h$ everything on the right is real and positive, and so is $\beta^2$. The imaginary part of (\ref{thick}) is again $2pq=\omega/a$.

To test the formula, take $R=5$ mm and $\mathrm{Bi}=0.5$, so $\beta=0.941$. This needs $h=1500$ W/(m$^2$\,K), far more than radiation gives at 300 K, and the loss is simply assumed to stay in phase with the temperature. A two-dimensional finite-difference solution gives $\Lambda=1.894$ and $\varphi=0.221$ between surface points 10 mm apart. Formula (\ref{main}) returns 3.75 mm$^2$/s. In our wire $\mathrm{Bi}=1.6\times10^{-4}$, and the next radial pattern dies out over 0.13 mm, far short of the first probe.

\section{Losses that do not cancel}

\textbf{Q.} Suppose the loss varies along the wire.

\textbf{A.} Define a local $k(x)$ by $\theta'=-k\theta$. Differentiating once more, $\theta''=-k'\theta-k\theta'=(k^2-k')\theta$. Hence
\begin{equation}
k^2-k'=\frac{\mu(x)+i\omega}{a},\qquad 2pq-q'=\frac{\omega}{a}.
\end{equation}
The extra $q'$ spoils the cancellation. As a test case, let the loss rise linearly along the whole 100 mm wire, passing $\mu$ at the first probe and $1.5\mu$ at the second and reaching $3\mu$ at the far end. Starting from $\varepsilon=0.8$, radiation alone could not do this, since the emissivity would exceed 1. The slope of $q$ can be estimated from the uniform-wire value (\ref{pq}), which falls from 59.88 to about 57.64 m$^{-1}$ over 20 mm, so $q'\approx-112$ m$^{-2}$; the local $q$ itself lies about 1 m$^{-1}$ lower, with nearly the same slope. Compared with $\omega/a=8378$ m$^{-2}$ this is $-1.3\%$: the product $pq$ is too small and the apparent diffusivity too large by about that much. The finite-difference solution gives $+1.3\%$. The local $k$ also depends on the loss farther along the wire: if the loss stays at $1.5\mu$ beyond the second probe, the shift is only $+0.75\%$.

\textbf{Q.} And a loss that is uniform and linear, but out of phase with the temperature?

\textbf{A.} That fails too. If the loss responds with a phase shift, $\mu$ is replaced by $\mu'+i\mu''$, and the imaginary part becomes $2pq=(\omega+\mu'')/a$. A simple case is a skin that follows the wire's temperature and stores heat but carries none along it. If its heat capacity is $r$ times that of the core,
\begin{equation}
(1+r)\frac{\partial T}{\partial t}=a\frac{\partial^2T}{\partial x^2}-\mu T ,
\end{equation}
so $\mu''=r\omega$ and the method returns $a/(1+r)$. For $r=0.108$ this is 3.38 mm$^2$/s, as the two-dimensional solution also gives. A 1 $\mu$m oxide with the same heat capacity per volume as the steel has $r\approx2\times1\ \mu\mathrm{m}/500\ \mu\mathrm{m}=0.004$ and lowers the result by at most 0.4\%, the full amount if it carries no heat along the wire.

This is why the example is in vacuum. Surrounding gas stores heat and also conducts it along the wire, so its effect is not a single real rate. I have not calculated its size here.

\section{The far end}

\textbf{Q.} You dropped the returning wave. My sample is short.

\textbf{A.} Let the probes lie at distances $d_1$ and $d_2=d_1-L$ from an insulated end. Zero heat flow there requires $\theta\propto\cosh(kd)$ at distance $d$ from it. Writing $\cosh(kd)=\tfrac12e^{kd}(1+e^{-2kd})$,
\begin{equation}
\ln\frac{\theta_1}{\theta_2}=kL+\ln\left(1+e^{-2kd_1}\right)-\ln\left(1+e^{-2kd_2}\right).
\end{equation}
With both probes fixed, the error in $a$ is $-0.004\%$ for the 100 mm wire but $-7\%$ for a 50 mm wire. It oscillates with length as it decays: $-11\%$ at 55 mm, $-0.5\%$ at 70 mm, $+0.3\%$ at 80 mm. The 100 mm value lies near a zero; its envelope there is about 0.025\%.

A third probe removes it. For equal steps $s$ and any mixture $\theta=Pe^{-kx}+Qe^{kx}$,
\begin{equation}
\theta_1+\theta_3=\left(e^{ks}+e^{-ks}\right)\theta_2=2\cosh(ks)\,\theta_2 ,
\end{equation}
because each exponential, evaluated one step to either side of the middle, acquires the same pair of factors. Therefore
\begin{equation}
\cosh(ks)=\frac{\theta_1+\theta_3}{2\theta_2},\qquad
a=\frac{\omega}{\mathrm{Im}(k^2)} .
\end{equation}
One takes the root with $\mathrm{Re}\,k>0$ and keeps $qs<\pi$ to avoid ambiguity. The nature of the far end does not enter, but the loss must be uniform between the outer probes. With probes at 20, 30 and 40 mm on the 50 mm wire, the finite-difference amplitudes give 3.75 mm$^2$/s.

\section{What a real measurement would add}

\textbf{Q.} Steel's properties change with temperature, and your camera has noise. Which effect matters most?

\textbf{A.} I repeated the time-stepped calculation with the full fourth-power radiation law, and with conductivity and heat capacity rising by 0.10\% and 0.04\% per kelvin, assumed as rough slopes. Relative to the linear simulation, the diffusivity shifts by $-0.05\%$ from radiation alone, $+0.36\%$ from the material slopes alone, and $+0.30\%$ from both. Halving the heating halves the combined shift, to $+0.15\%$. In this model one can therefore measure at two heating levels and extrapolate to zero.

For errors of measurement, take the logarithm of (\ref{main}) and differentiate:
\begin{equation}
\frac{\delta a}{a}=2\frac{\delta L}{L}-\frac{\delta\Lambda}{\Lambda}
-\frac{\delta\varphi}{\varphi}.
\end{equation}
A spacing error of 0.1 mm in 20 mm costs 1\%. For noise, $\delta\ln\theta=\delta\theta/\theta$. If the real and imaginary parts of each amplitude carry independent noise of standard deviation $n$, then $\Lambda$ and $\varphi$ have independent errors, each of standard deviation $n\sqrt{1/A_1^2+1/A_2^2}$. With $n=1$ mK left after averaging, this is 0.0034, and
\begin{equation}
\frac{\delta a}{a}=0.0034\sqrt{\frac{1}{1.398^2}+\frac{1}{1.198^2}}\approx0.4\% .
\end{equation}
The weak far signal dominates. The camera adds errors of its own. Its reading must first be converted from radiance to temperature, because radiance rises more steeply with temperature at the warmer probe. A remaining scale factor cancels in $A_1/A_2$ if it is the same at both probes, but a 1\% difference in surface emissivity changes $\Lambda$ by 0.01 and $a$ by 0.7\%.

\textbf{Q.} So how far should I trust 3.75 mm$^2$/s for a real steel wire?

\textbf{A.} It is the ratio of the rough conductivity and heat capacity put into the model, not a measured property. The emissivity of an oxidised surface depends strongly on its preparation, but a uniform change in it alters $\mu$ and cancels. A patchy oxide does two things. It makes the loss non-uniform, which shifts the result by some tenths of a per cent: $+0.4\%$ if the emissivity rises smoothly from 0.8 at the first probe to 1 at the second and stays there, $+0.7\%$ if it steps from 0.8 to 1 just beyond the second probe; other patterns can lower it. It also makes the camera's scale factor differ between the probes, which costs 0.7\% for each 1\% of emissivity difference, so the camera must be calibrated at each probe. For these numbers, probe spacing and uniformity of the surface matter more than radiation's nonlinearity, and a wire much shorter than 100 mm calls for the third probe.
